# Parratt recursion for x-ray reflectivity of a film with graded porosity

**Result.** Let a film of thickness $L$ have porosity $P(z)$ at depth $z$. Cut it into $N$ slices of thickness $\Delta=L/N$, give each slice its mean porosity, and recurse upward from the substrate:

$$X_j=\frac{r_j+X_{j+1}p_{j+1}}{1+r_jX_{j+1}p_{j+1}},\qquad r_j=\frac{k_j-k_{j+1}}{k_j+k_{j+1}},\qquad p_j=e^{2ik_j\Delta}.$$

Here $k_j$ is the normal wavenumber in slice $j$, layer 0 is vacuum, layer $N+1$ is the substrate with $X_{N+1}=0$, and the reflectivity is $R=|X_0|^2$. For a smooth profile the amplitude $r=X_0$ has the leading error

$$\delta r=-\frac{ik_0^2\Delta^2}{12k_z}\int_0^L\chi'(z)\,E\,E'\,dz ,$$

where $\chi$ is the susceptibility, $E$ the field for unit incident amplitude, $k_0=2\pi/\lambda$ and $k_z=k_0\sin\theta$ at grazing angle $\theta$. For uniform porosity the recursion gives the single-layer formula for any $N$.

## From porosity to a wave equation

Fields vary as $e^{-i\omega t}$. At x-ray frequencies most electrons respond as if free: $m\ddot x=-eE$ gives $x=eE/(m\omega^2)$. With $\rho$ electrons per volume the polarization is $-e\rho x=\varepsilon_0\chi E$, so

$$\chi=-\frac{\rho e^2}{\varepsilon_0m\omega^2}=-\frac{r_e\lambda^2\rho}{\pi},$$

using $e^2/(\varepsilon_0m)=4\pi r_ec^2$ and $\omega=2\pi c/\lambda$, with $r_e$ the classical electron radius. Absorption is added as a factor $(1-i\eta)$, which makes $\operatorname{Im}\chi>0$. The refractive index obeys $n^2=1+\chi$.

Since $|\chi|\sim10^{-5}$, the field in a small pore is nearly that in the skeleton beside it. In this mean-field model, with empty pores and no lateral variation, the polarization averages in proportion to the solid fraction:

$$\chi(z)=[1-P(z)]\,\chi_{\rm sk}.$$

For polarization perpendicular to the plane of incidence,

$$E''+k_0^2[\sin^2\theta+\chi(z)]E=0 .$$

The example is a 100 nm film resembling a porous organosilicate on a silicon-like substrate, at 8.05 keV ($\lambda=0.1540$ nm). The skeleton has 480 electrons/nm³ and $\eta=0.010$; the substrate has 700 electrons/nm³ and $\eta=0.023$. A denser skin relaxes into the bulk:

$$P(z)=P_b-(P_b-P_s)e^{-z/\ell},\quad P_b=0.30,\; P_s=0.10,\;\ell=10\text{ nm}.$$

## The first naive scheme: one uniform layer

The simplest scheme replaces the film by one layer of its mean porosity, here 0.280. This keeps the amount of material but changes the density step at the surface. The wave equation, integrated directly for the graded film, gives the middle column:

| $\theta$ (deg) | $R$, graded | $R$, uniform |
|---|---|---|
| 0.25 | 0.0112 | 0.0186 |
| 0.50 | $2.10\times10^{-3}$ | $1.57\times10^{-3}$ |
| 1.00 | $2.57\times10^{-5}$ | $1.98\times10^{-5}$ |
| 2.00 | $8.72\times10^{-6}$ | $6.75\times10^{-6}$ |

The high-angle excess follows from weak scattering. Well above the critical angle, a step $\delta\chi$ reflects with amplitude

$$\frac{k_j^2-k_{j+1}^2}{(k_j+k_{j+1})^2}\approx-\frac{k_0^2\,\delta\chi}{q^2},\qquad q=2k_z .$$

When $q\ell\gg1$ the gradual part reflects little. The graded film then has steps of $0.90\times480=432$ electrons/nm³ at the surface and $700-336=364$ at the substrate. The uniform film has 346 and 354. Averaged over interference fringes, the intensity ratio is

$$\frac{432^2+364^2}{346^2+354^2}\approx1.30 ,$$

close to the ratios in the last two rows; at single angles inside a fringe minimum the ratio can be tens of times larger. A single layer therefore misses the skin, and slices are needed.

## Stacking slices without losing multiple reflection

Adding the weak-scattering amplitudes of all steps would be easy, but each grows as $1/q^2$ and the sum fails near the critical angle. Matching fields keeps refraction and multiple reflection.

In slice $j$, $k_j=k_0\sqrt{\sin^2\theta+\chi_j}$, with the root whose imaginary part is non-negative, so that downward waves decay. Let $D$ and $U$ be the downward and upward amplitudes at the bottom of layer $j$, with $X_j=U/D$. Let $D'$ and $U'$ be those at the top of layer $j+1$. Going from the bottom of that layer to its top multiplies the downward amplitude by $e^{-ik_{j+1}\Delta}$ and the upward one by $e^{+ik_{j+1}\Delta}$, so

$$Y\equiv U'/D'=X_{j+1}p_{j+1}.$$

Continuity of $E$ and $E'$ requires

$$D+U=D'+U',\qquad k_j(D-U)=k_{j+1}(D'-U').$$

Dividing the second equation by the first,

$$k_j\frac{1-X_j}{1+X_j}=k_{j+1}\frac{1-Y}{1+Y}.$$

Solving for $X_j$ and collecting terms in $Y$,

$$X_j=\frac{k_j(1+Y)-k_{j+1}(1-Y)}{k_j(1+Y)+k_{j+1}(1-Y)}
=\frac{(k_j-k_{j+1})+Y(k_j+k_{j+1})}{(k_j+k_{j+1})+Y(k_j-k_{j+1})}.$$

Division by $k_j+k_{j+1}$ gives the recursion. No wave returns from the thick substrate, hence $X_{N+1}=0$. The factors satisfy $|p_j|\le1$, so no growing exponential enters, even below the critical angle.

## The single-layer limit

If all slices are alike, every internal $r_j$ vanishes and $X_j=X_{j+1}p_{j+1}$. The slice phases multiply to $p=e^{2ik_1L}$ whatever $N$ is. With $r_{01}$ at the surface and $r_{12}$ at the substrate,

$$r=\frac{r_{01}+r_{12}p}{1+r_{01}r_{12}p}.$$

For the uniform film of porosity 0.280 at $0.5^\circ$, the normal wavenumbers in nm⁻¹ are $0.3560$ in vacuum, $0.33838+0.00018i$ in the film and $0.31930+0.00089i$ in the substrate. Then

$$r_{01}=0.02538-0.00027i,\quad r_{12}=0.02901-0.00113i,\quad p=0.1260-0.9562i.$$

The product is $r_{12}p=0.00258-0.02788i$, so the numerator is $0.02796-0.02815i$. The denominator differs from 1 by less than $10^{-3}$. The result is $r=0.02798-0.02813i$ and $R=1.574\times10^{-3}$.

As a test, the four continuity equations of this layer were solved as a linear system at five angles from $0.15^\circ$ to $2^\circ$. The recursion with 1, 7 and 200 slices agreed to a relative $5\times10^{-14}$.

## What a staircase does to the amplitude

The recursion solves the staircase, not the smooth film. To compare them, let $E$ belong to $\chi$ and $\tilde E$ to $\chi+\delta\chi$, both with unit incident amplitude and the same substrate. The two wave equations give

$$\frac{d}{dz}(\tilde E'E-\tilde EE')=\tilde E''E-\tilde EE''=-k_0^2\,\delta\chi\,\tilde EE .$$

At $z=L$ both fields have the same ratio $E'/E$, fixed by the substrate, so the bracket vanishes there. At the surface $E=1+r$ and $E'=ik_z(1-r)$, and the bracket is

$$ik_z[(1-\tilde r)(1+r)-(1+\tilde r)(1-r)]=2ik_z(r-\tilde r).$$

Integrating from 0 to $L$ gives $-2ik_z(r-\tilde r)=-k_0^2\int\delta\chi\,\tilde EE\,dz$, or

$$\tilde r-r=\frac{ik_0^2}{2k_z}\int_0^L\delta\chi\,\tilde E E\,dz .$$

To first order $\tilde E$ may be replaced by $E$. This also describes how a graded film approaches the single layer: the departure is linear in a weak grading. With the skin's porosity deficit reduced from 0.2 to 0.0002, bulk porosity held at 0.30 and $\theta=0.5^\circ$, recursion and first-order formula agree to a relative $6\times10^{-5}$.

**Sampling at the top of each slice.** This second naive choice gives $\delta\chi\approx-\chi'(z-z_{\rm top})$, whose mean over a slice is $-\chi'\Delta/2$. The amount of material is wrong, and the amplitude error is of first order in $\Delta$.

**Averaging over each slice.** About the slice centre $z_m$,

$$\delta\chi\approx-\chi'(z-z_m)-\tfrac12\chi''\left[(z-z_m)^2-\tfrac{\Delta^2}{12}\right].$$

Both terms have zero mean. The first survives only against the slope of the weight, $E^2\approx E^2(z_m)+(E^2)'(z-z_m)$. Since $\int(z-z_m)^2dz=\Delta^3/12$, each slice contributes $-\chi'(E^2)'\Delta^3/12$ at leading order. Summing the slices into an integral,

$$\delta r=-\frac{ik_0^2}{2k_z}\frac{\Delta^2}{12}\int_0^L\chi'(E^2)'dz,$$

and $(E^2)'=2EE'$ gives the error law stated at the start.

For the exponential profile the average over a slice from $z_{j-1}$ to $z_j$ is elementary:

$$\bar P_j=P_b-(P_b-P_s)\frac{\ell}{\Delta}\left(e^{-z_{j-1}/\ell}-e^{-z_j/\ell}\right).$$

The law was tested against direct integration of the wave equation at ten angles from $0.15^\circ$ to $2^\circ$. With 0.125 nm slices the actual $\delta r$ differs from the law by at most 0.21% of the law's value.

The expansion needs $\Delta\ll\ell$ and $q\Delta\ll1$. It also needs a smooth profile within each slice. If a jump $J$ lies a distance $s$ from a slice centre, averaging still removes the mean error, but the first moment of $\delta\chi$ is $-J(\Delta^2/4-s^2)/2$. The error remains of order $\Delta^2$, yet its coefficient changes with the position of the jump in the slice, which spoils extrapolation. Slice edges should be placed on known jumps.

## Why slices thinner than the skin can still fail

A 4 nm slice is shorter than the 10 nm decay length and looks reasonable on a plot of $P(z)$. The x-rays apply a stricter criterion. At $q=2\pi/\Delta$, reflections from successive steps differ in phase by $2\pi$ and add.

Let $G=\chi(0)-\chi(L)$ be the height of the grading; at the film bottom $e^{-L/\ell}=e^{-10}$ is negligible. In weak scattering the skin's excess susceptibility $Ge^{-z/\ell}$ contributes its surface step and its slope:

$$G-\frac G\ell\int_0^\infty e^{-z/\ell+iqz}dz
=G\left(1-\frac1{1-iq\ell}\right)=G\,\frac{-iq\ell}{1-iq\ell}.$$

For $q\ell\gg1$ its modulus is nearly $|G|$. In the staircase at $q\Delta=2\pi$ all steps have the same phase. The excess starts at zero in vacuum and ends at essentially zero deep in the film, so its steps sum to zero. The staircase loses the skin's contribution, an amplitude error of about $k_0^2|G|/q^2$: the reflection of one abrupt step carrying the whole grading.

Refraction shifts the condition. Inside the film $q_f^2=q^2-q_c^2$, with $q_c=2k_0\sqrt{-\operatorname{Re}\chi}$ for the bulk. Setting $q_f=2\pi/\Delta$ predicts $q=1.586$ nm⁻¹ for 4 nm slices. The largest error, weighted by $q^2$ and sought between 1.0 and 2.2 nm⁻¹, lies at 1.581 nm⁻¹, with 1.02 times the predicted amplitude.

## The working algorithm and its convergence

The scheme is now fixed:

1. Average the porosity over each slice and form $\chi_j$.
2. Recurse upward at every angle.
3. Start with $\Delta$ well below both $\ell$ and $2\pi/q_{\max}$, where $q_{\max}$ is the largest $q$ used. Then halve $\Delta$ until $R$ changes by less than the accuracy wanted at every angle used. A coarser start is unsafe: near $q_f=2\pi/\Delta$, slices of $2\Delta$ and $\Delta$ both lose the skin's contribution, so at those angles $R$ can stop changing at a wrong value.
4. If needed, cancel the leading error. From $r_\Delta=r+c\Delta^2$ and $r_{\Delta/2}=r+c\Delta^2/4$ follows $r\approx(4r_{\Delta/2}-r_\Delta)/3$.

On a grid of angles from $0.05^\circ$ to $2^\circ$, spaced by $0.0025^\circ$, $q$ reaches 2.85 nm⁻¹. The largest errors relative to the extrapolated $R$ are:

| $\Delta$ (nm) | largest relative error of $R$ |
|---|---|
| 4 | 0.92 |
| 2 | 0.34 |
| 1 | 0.034 |
| 0.5 | 0.0077 |
| 0.25 | 0.0019 |
| 0.125 | 0.00047 |

The last halvings reduce the error about fourfold, as the law requires; the coarse ones do not. For this profile, 0.5 nm slices keep the numerical error of $R$ below 1% at the grid angles; in a deep minimum between them the relative error is larger. On a grid ten times finer it reaches 1.3% for 0.5 nm slices and 0.33% for 0.25 nm slices, in the minimum near $0.365^\circ$. The reference, extrapolated from 0.125 and 0.0625 nm slices, agrees in amplitude with the integrated wave equation to a relative $3\times10^{-8}$ at the ten test angles.

## What a uniform model would report

Fitting a single layer to $\ln R$ of the graded film from $0.2^\circ$ to $2^\circ$, with porosity and thickness free, gives 99.97 nm and porosity 0.316. This is the best result from ten starting points, not a proven global minimum. It applies to ideal, unblurred curves; blurring both curves by $0.01^\circ$ (full width at half maximum) lowers the fitted porosity to about 0.304. The spacing of the fitted angles moves these porosities by about 0.002, but the range matters much more. The unblurred fit gives 0.299 for $0.2^\circ$–$1^\circ$, 0.333 for $0.5^\circ$–$2^\circ$ and 0.347 for $1^\circ$–$2^\circ$; the blurred fit gives 0.301, 0.39 and 0.44. A poorer local minimum lies near porosity 0.23. For the $0.2^\circ$–$2^\circ$ fit the thickness is nearly right, but the porosity exceeds both the mean, 0.280, and the largest value present, 0.30.

Fringe contrast alone does not tell which interface has the stronger step: two reflections of strengths $a$ and $b$ give $|a+be^{i\phi}|^2$, which is unchanged when $a$ and $b$ are exchanged. The fitted layer has steps of 328 and 372 electrons/nm³, a ratio of 1.13 with the stronger step at the bottom. The graded film has 432 and 364, a ratio of 1.19 with the stronger step at the top. The fit thus puts the stronger step at the wrong interface. Why it prefers this order was not tested.

The misfit reveals the wrong model. For the unblurred curves its rms value in $\ln R$ is 0.37, against $5\times10^{-4}$ from slicing at 0.25 nm.

## Real films and the remaining errors

Porous organosilicate dielectrics can have porosities of some tens of percent, and plasma processing can densify their surface. The densities and porosities here are rough values for that case; the exponential skin is illustrative. Reflectivity senses electron density, so porosity also requires the skeleton density. From $P=1-\rho/\rho_{\rm sk}$ at fixed measured $\rho$, $dP=(1-P)\,d\rho_{\rm sk}/\rho_{\rm sk}$: a 5% error in skeleton density shifts a porosity of 0.30 by 0.035. Material adsorbed in the pores makes the film appear less porous.

Real interfaces are also rough. Averaging $e^{iqz}$ over a Gaussian height spread $\sigma$ multiplies the amplitude by $e^{-q^2\sigma^2/2}$ and the intensity by $e^{-q^2\sigma^2}$. With $\sigma=0.5$ nm at both interfaces, a finely sliced calculation reduces the mean $R$ between $1.8^\circ$ and $2^\circ$ to 0.166 of its sharp-interface value; the factor above gives 0.163. Roughness must therefore be included in a fit at these angles.

On the same grid of angles, a resolution of $0.01^\circ$ (full width at half maximum) changes $R$ by up to about 80 times its unblurred value between $0.25^\circ$ and $1.95^\circ$. The figure comes from the minimum near $0.365^\circ$ and depends on how closely a grid angle meets it: on a grid ten times finer it is about 1300. So large a rise from such narrow averaging requires a deep minimum beside much stronger reflection. Minima should be compared only after the calculated curve has been blurred.

The other effects are smaller or geometric:

- **Polarization.** The other polarization has 0.995 times the reflectivity at $2^\circ$.
- **Footprint.** A 0.1 mm beam overfills a 20 mm sample below $0.286^\circ$. This range includes the critical angles of the bulk film, $0.153^\circ$, and the substrate, $0.221^\circ$, so the intensity there needs a footprint correction.
- **Pore scattering.** For density correlations $e^{-s/a}$ at separation $s$, the scattered fraction per length and solid angle is $r_e^2\rho_{\rm sk}^2P(1-P)\,8\pi a^3/(1+Q^2a^2)^2$, with $Q$ the scattering wavenumber. Using $d\Omega=2\pi Q\,dQ/k_0^2$ and extending the integral to infinity for $k_0a\gg1$ gives $\mu=2a\lambda^2r_e^2\rho_{\rm sk}^2P(1-P)$. For $a=1$ nm this is 0.18 cm⁻¹, against 29 cm⁻¹ for absorption. On the straight path $2L/\sin\theta$ at $0.3^\circ$ the loss is $7\times10^{-4}$. Larger pores scatter more, in proportion to $a$.

The model parameters and most of the computed values are in the numerical output below.

## Table of computed values

```
photon energy 8.05 keV, wavelength 0.15402 nm, k0 40.7952 1/nm
electron density: skeleton 480.0, substrate 700.0 1/nm^3
beta/delta: skeleton 0.01, substrate 0.023
thickness 100.0 nm, porosity bulk 0.3, surface 0.1, decay 10.0 nm
mean porosity 0.28000
chi skeleton  -1.02133e-05 +1.02133e-07i
chi substrate -1.48943e-05 +3.42570e-07i
chi mean film -7.35353e-06 +7.35353e-08i
critical angle (deg): surface 0.1737, bulk 0.1532, substrate 0.2211
single layer of mean porosity at 0.5 deg:
  kz vacuum 0.356001 1/nm
  kz film (1/nm)      3.38376e-01 +1.80836e-04i
  kz substrate (1/nm) 3.19296e-01 +8.92780e-04i
  r01 2.53817e-02 -2.67039e-04i
  r12 2.90110e-02 -1.12988e-03i
  exp(2i k1 L) 1.26040e-01 -9.56208e-01i
  r 2.79762e-02 -2.81286e-02i  R 1.57388e-03
slices vs matching equations, max relative deviation 5.0e-14
weak grading, |actual/first-order - 1| 5.8e-05
theta (deg), R graded (wave equation), R uniform of mean porosity:
  0.15  9.35685e-01  9.30126e-01
  0.20  6.60282e-01  6.19205e-01
  0.25  1.12206e-02  1.85809e-02
  0.30  3.19325e-02  2.42915e-02
  0.50  2.10049e-03  1.57388e-03
  0.80  3.04970e-04  2.30763e-04
  1.00  2.57180e-05  1.98362e-05
  1.30  3.52362e-05  2.73822e-05
  1.60  2.77811e-05  2.15168e-05
  2.00  8.71595e-06  6.75251e-06
slices, thickness (nm), max relative error of R over 0.05-2 deg:
     25  4.0000  9.178e-01
     50  2.0000  3.369e-01
    100  1.0000  3.434e-02
    200  0.5000  7.733e-03
    400  0.2500  1.889e-03
    800  0.1250  4.696e-04
   1600  0.0625  1.174e-04
largest q 2.8475 1/nm
amplitude error ratio, 0.25 nm to 0.125 nm slices: 4.023
error law at 0.125 nm, max relative deviation 2.1e-03
extrapolated r vs wave equation, max relative deviation 2.8e-08
false feature, 4 nm slices: q found 1.5806, expected 1.5859 1/nm
  error amplitude / single full grading step 1.021
best single-layer fit, 0.2-2 deg: porosity 0.3161, thickness 99.969 nm
  rms misfit of ln R 0.3651; rms slicing error at 0.25 nm 4.51e-04
roughness 0.5 nm: mean R at 1.8-2 deg times 0.1656 (Born 0.1633)
resolution 0.01 deg FWHM: max relative change of R 77.759 (0.25-1.95 deg)
p/s reflectivity ratio at 2 deg 0.99516
pore correlation length 1.0 nm: scattering 0.1823 1/cm, absorption 29.166 1/cm
  pore-scattering loss on film path at 0.3 deg 6.96e-04
beam 0.1 mm, sample 20.0 mm: overfilled below 0.286 deg
```
